\section*{Why extended-volume crystallization theory counts phantom nuclei}

\section*{The objection}

\textbf{Q.} I amorphize a silicon film by ion implantation and anneal it. Random grains nucleate and grow. To predict the amorphous fraction, I am told to count nucleation events everywhere, even inside grains that are already crystalline. Nothing can nucleate there. Why count events that do not happen?

\textbf{A.} Let us first fix what the theory assumes. Nucleation attempts occur independently in space and time, at a constant rate $I$ per unit volume. An attempt in amorphous material produces a real nucleus. An attempt in crystalline material produces nothing; it is called a phantom. Grains start at zero size, and every boundary between crystal and amorphous material advances at the same speed $G$ in all directions. The sample is large, and at $t=0$ it is entirely amorphous.

Now take a point $x$ and ask whether it is still amorphous at time $t$. A nucleus born at $(x',\tau)$ can have reached it only if
\begin{equation}
|x-x'|\le G(t-\tau),\qquad 0\le\tau\le t .
\label{cone}
\end{equation}
These births fill the backward cone of $(x,t)$. Conversely, a real nucleus in the cone guarantees that $x$ is crystalline. Follow the straight line from the nucleus to $x$: crystal spreads along it at speed $G$, and if another grain is met on the way, that part of the line is crystalline early and the other grain carries the front onward. So $x$ is amorphous if and only if its cone contains no real nucleus.

\textbf{Q.} That criterion mentions real nuclei alone. Where do phantoms come in?

\textbf{A.} In computing the probability. Suppose first that we ask for no attempt of any kind in the cone. Divide the cone into small space-time cells of size $\Delta_i$. Attempts in different cells are independent, so
\begin{equation}
P(\text{no attempt})=\lim_{\Delta_i\to0}\prod_i(1-I\Delta_i)
=\exp\Big(-I\sum_i\Delta_i\Big)\equiv e^{-X},
\label{void}
\end{equation}
because $\ln(1-I\Delta_i)=-I\Delta_i$ to first order and the higher orders vanish in the limit. Here $X$ is the mean number of attempts in the cone. At birth time $\tau$ its cross-section is a ball of radius $G(t-\tau)$, hence
\begin{equation}
X=\int_0^t I\,\frac{4\pi}{3}G^3(t-\tau)^3\,d\tau=\frac{\pi}{3}IG^3t^4 .
\label{X3}
\end{equation}
The same integral is the summed volume, per unit sample volume, of grains grown from all attempts with overlaps ignored. This is the extended volume.

In a film much thinner than the grains, each grain is a disc through the whole thickness $h$. With $J=Ih$ attempts per unit area and time,
\begin{equation}
X=\int_0^t J\pi G^2(t-\tau)^2\,d\tau=\frac{\pi}{3}JG^2t^3 .
\label{X2}
\end{equation}

\section*{Phantoms and the transformed region}

\textbf{Q.} But you computed the chance of no attempt, and I need the chance of no real nucleus. A cone holding one phantom and no real nucleus would spoil the result.

\textbf{A.} Such a cone cannot occur. Let a phantom at $(x',\tau')$ lie in the cone of $(x,t)$. It is a phantom because a real grain, born at some $(x'',\tau'')$, had already reached $x'$. Therefore
\begin{align}
|x-x''|&\le|x-x'|+|x'-x''| \nonumber\\
&\le G(t-\tau')+G(\tau'-\tau'')=G(t-\tau'').
\label{triangle}
\end{align}
The first line is the triangle inequality; the second uses the two reach conditions. The real nucleus is thus in the cone as well. ``No attempt'' and ``no real nucleus'' are the same event, and the amorphous fraction is
\begin{equation}
u(t)=e^{-X(t)} .
\label{u}
\end{equation}

Inequality \eqref{triangle} also says that a grain grown from a phantom would stay inside the ball that its host would fill if unobstructed. By the straight-line argument above, all of that ball is crystalline. You may erase every phantom from a picture of the sample without changing the crystalline region. What you may not do is erase them from the mean and keep the exponential.

\section*{What breaks when they are omitted}

\textbf{Q.} Show me that. If I count real nuclei, I get some mean number $A$ in the cone. Why is the chance of finding none not $e^{-A}$?

\textbf{A.} First compute $A$. Whether a site is amorphous at time $\tau$ depends on attempts before $\tau$, and the attempt at $\tau$ is independent of those. The mean rate of real nucleation is therefore $Ju(\tau)$. In the film,
\begin{equation}
A=\int_0^t Ju(\tau)\,\pi G^2(t-\tau)^2\,d\tau .
\label{A}
\end{equation}
Since $u(\tau)<1$ for $\tau>0$, comparison with \eqref{X2} gives $A<X$. If the number of real nuclei in the cone were Poisson distributed, the chance of none would be $e^{-A}$, which exceeds $e^{-X}$. But \eqref{u} has established that this chance is $e^{-X}$. The real count is therefore not Poisson.

\textbf{Q.} That is a contradiction on paper. What is the physical reason?

\textbf{A.} A real nucleus forbids later ones inside its own grain. Take two small cells at $(x_1,\tau_1)$ and $(x_2,\tau_2)$ with $|x_2-x_1|<G(\tau_2-\tau_1)$. Each can hold a real nucleus with positive probability, yet both cannot: the first grain covers the second site in time. A Poisson process would give the pair the product of the two probabilities, which is positive. The factorization in \eqref{void} is lost as soon as phantoms are discarded.

\textbf{Q.} Could I reach the right answer without ever mentioning phantoms?

\textbf{A.} Yes, if you use the correct conditional rate. Suppose $x$ is amorphous at $t$, so its cone is empty. Between $t$ and $t+dt$ the cone gains a thin shell. Take a site $(x',\tau)$ in that shell. By the argument of \eqref{triangle}, the cone of $(x',\tau)$ lies within the enlarged cone of $x$. That region is empty, apart from possible events in the shell itself, whose probability is of order $dt$. The site is thus amorphous at $\tau$, up to that correction, and nucleates at the full rate $J$, not at the average rate $Ju(\tau)$. The shell contributes
\begin{equation}
-\frac{du}{u}=dt\int_0^t J\,2\pi G(t-\tau)\,G\,d\tau
=J\pi G^2t^2\,dt=dX ,
\label{hazard}
\end{equation}
and integration from $u(0)=1$ returns $u=e^{-X}$.

This locates the error in $e^{-A}$. It reduces the nucleation rate by the sample average $u(\tau)$, although the neighbourhood of a surviving point is not average: throughout its cone the material was amorphous. Counting phantoms restores the full rate. In this sense the exponent must include them, whether or not one uses the name.

\textbf{Q.} In an analysis without phantoms I would not know $u$ beforehand. I would solve for it self-consistently. Does that repair the error?

\textbf{A.} No. That theory reads
\begin{equation}
u_n(t)=\exp\Big[-\int_0^tJu_n(\tau)\,\pi G^2(t-\tau)^2d\tau\Big].
\label{naive}
\end{equation}
Its solution is below 1 for $t>0$, so its exponent is smaller in size than $X$ and $u_n>u$. Putting this larger $u_n$ in place of $u$ in \eqref{A} makes the integral larger than $A$, so $u_n<e^{-A}$. Hence
\begin{equation}
u<u_n<e^{-A}\qquad(t>0).
\end{equation}
Self-consistency removes very little of the discrepancy: for the film tabulated below, about 1\% of it at 10~h and 2\% at 14~h.

\section*{Size of the error}

\textbf{Q.} When would I notice the difference?

\textbf{A.} In relative terms, late in the anneal. Substitute $\tau=st$ in \eqref{A}. Since $J\pi G^2t^3=3X$ and $X(\tau)=Xs^3$,
\begin{equation}
A=3X\int_0^1(1-s)^2e^{-Xs^3}\,ds .
\label{scaled}
\end{equation}
For small $X$, expand $e^{-Xs^3}=1-Xs^3+\dots$. The two integrals needed are
\begin{align}
\int_0^1(1-s)^2ds&=\frac13,\\
\int_0^1(s^3-2s^4+s^5)\,ds&=\frac14-\frac25+\frac16=\frac1{60},
\end{align}
so that
\begin{equation}
A=X-\frac{X^2}{20}+O(X^3).
\end{equation}
In three dimensions the same substitution gives $A=4X\int_0^1(1-s)^3e^{-Xs^4}ds$. There $\int_0^1(1-s)^3s^4ds=\frac15-\frac12+\frac37-\frac18=\frac1{280}$, and $A=X-X^2/70+O(X^3)$. The error starts small because few grains exist to host phantoms, and those phantoms are young, with little time to reach anything.

For large $X$ the exponential in \eqref{scaled} confines $s$ to values of order $X^{-1/3}$. Then $(1-s)^2\to1$, and to leading order
\begin{equation}
A\simeq3X\int_0^\infty e^{-Xs^3}ds=3\,\Gamma(4/3)\,X^{2/3}.
\end{equation}
The integral follows from $y=Xs^3$ and $\frac13\Gamma(\frac13)=\Gamma(\frac43)$. The limit is approached slowly, with relative corrections of order $X^{-1/3}$: $A$ is 47\% of this form at $X=2.87$ and 90\% at $X=10^3$, so it gives the late trend and not the values in the table below. Since $X\propto t^3$, the wrong exponent grows as $t^2$ and the right one as $t^3$. In the wrong description nucleation has almost stopped and old grains merely expand; the last amorphous pockets, where nucleation continues at the full rate, are misjudged.

\textbf{Q.} Put in numbers for my film.

\textbf{A.} Take a 0.1~$\mu$m film on oxide near 873~K, amorphized through its full thickness, with $I=1$ per $\mu$m$^3$ per hour and $G=0.1~\mu$m/h. Then $J=0.1$ per $\mu$m$^2$ per hour, and at 10~h
\begin{equation}
X=\frac{\pi}{3}(0.1)(0.1)^2(10)^3=1.047,\qquad u=e^{-1.047}=0.351 .
\end{equation}
The progress of the anneal is
\begin{center}
\begin{tabular}{cccccc}
$t$ (h) & $X$ & $A$ & $e^{-X}$ & $e^{-A}$ & $u_n$\\
6 & 0.226 & 0.224 & 0.798 & 0.800 & 0.800\\
10 & 1.047 & 0.998 & 0.3509 & 0.3685 & 0.3683\\
14 & 2.874 & 2.564 & 0.0565 & 0.0770 & 0.0766
\end{tabular}
\end{center}
At 10~h, $e^{-A}$ is 5\% above the correct fraction. At 14~h the excess is 36\% of the correct value, since $e^{2.874-2.564}=1.36$. In absolute terms the gap $e^{-A}-e^{-X}$ stays small: it peaks at 0.024 near 12~h, where $X\approx2$, and shrinks afterwards. By then there have been 1.40 attempts per $\mu$m$^2$, of which 0.87 were real and 0.53 phantom.

\textbf{Q.} Has this been checked in a calculation that never creates a phantom?

\textbf{A.} Yes. A lattice simulation of the film placed nuclei in amorphous cells alone. At 14~h it left a fraction $0.0549\pm0.0010$ amorphous, where the uncertainty is one standard error. This is 1.6 standard errors from $e^{-X}$ and more than 20 from $e^{-A}$. The mean number of real nuclei in a cone was $2.573\pm0.010$, in agreement with $A$ and not with $X$. Its variance was 2.13; a Poisson count would have variance equal to its mean. So $A$ is the right mean, and the Poisson law is what fails.

A three-dimensional run in units $I=G=1$, at $t=1.4$, gave a real mean of $3.83\pm0.03$, against $A=3.84$ and $X=4.02$. The amorphous fraction was $0.0187\pm0.0008$, against $e^{-X}=0.0179$ and $e^{-A}=0.0215$.

\section*{When phantoms stop being harmless}

\textbf{Q.} Does the argument survive if growth changes during the anneal?

\textbf{A.} It survives if $G$ depends on clock time and is the same for all grains. The reach is then $\int_\tau^tG\,dt'$, and reaches over successive intervals still add, as \eqref{triangle} requires. It can fail if growth depends on the age of the grain. Consider parabolic growth, $r=\sqrt{D(t-\tau)}$, with a real nucleus born at the origin at time zero. At $t/2$ its radius is $0.707\sqrt{Dt}$. A phantom born then at distance $0.70\sqrt{Dt}$ is inside, but by time $t$ its far side would be at $(0.70+0.707)\sqrt{Dt}=1.41\sqrt{Dt}$, beyond the host radius $\sqrt{Dt}$. If no other real grain has covered that side, the phantom would crystallize material that is in fact still amorphous.

I compared coverage with and without phantom grains at 10~h, on the same random attempts. The samples were small, so each fraction carries sampling scatter and only the difference within a pair is meaningful. For linear growth the amorphous fractions agreed, 0.3576 in both cases. For parabolic growth, with $D$ chosen so that a grain born at $t=0$ has radius $G\times10$~h at 10~h, they were 0.216 with phantoms and 0.227 without. For randomly oriented ellipses of axis ratio 2 and unchanged area they were 0.3506 and 0.3515. The ellipses were drawn whole, without the shadow one grain casts on another, so this last pair estimates phantom protrusion and not the full effect of anisotropy.

\section*{Competition with epitaxial regrowth}

\textbf{Q.} My film also has a crystalline seed at one edge. An epitaxial front moves in from it and removes amorphous material. Must I now exclude the regrown region from the cone?

\textbf{A.} Not if the front is at least as fast as the grains. Let a straight front start at $x=0$ with speed $v\ge G$, and consider a point that it could not have reached by time $t$ even if unobstructed, $x\ge vt$. Every birth in the cone of that point satisfies
\begin{equation}
x'\ge x-G(t-\tau)\ge vt-v(t-\tau)=v\tau .
\end{equation}
It lies ahead of the front at its own birth time, so the cone never enters the regrown region and \eqref{u} holds unchanged for such points.

An unobstructed front reaches $x$ at $x/v$; grains in its way can delay it but not advance it. A point can become epitaxial only if no grain has taken it by $x/v$. The mean epitaxial length therefore obeys
\begin{equation}
L\le\int_0^\infty e^{-X(x/v)}dx=v\int_0^\infty e^{-ct^3}dt
=v\,\Gamma(4/3)\,c^{-1/3},
\label{L}
\end{equation}
where $c=\pi JG^2/3$ and the last step uses $y=ct^3$. With $v=0.5~\mu$m/h and $c=1.047\times10^{-3}$~h$^{-3}$, $c^{-1/3}=9.85$~h and the bound is $0.5\times0.893\times9.85=4.4~\mu$m.

For a lower bound, count a point as epitaxial only if the front finds the whole straight path from the seed free of grains. A birth at time $\tau$ blocks the path to $x$ if it lies within $G(x'/v-\tau)$ of some path point $x'$. With $a=x/v-\tau$, these births fill a disc of radius $Ga$ together with the wedge formed by its two tangents from a point at distance $va$. The area is $KG^2a^2$, where $K=\sqrt{v^2/G^2-1}+\pi-\arccos(G/v)=6.67$ takes the place of $\pi$ in $c$. The lower bound is therefore $4.40\,(\pi/6.67)^{1/3}=3.42~\mu$m. The lattice simulation gives $3.36\pm0.02~\mu$m, where the uncertainty is sampling scatter alone. The 0.25~$\mu$m cells account for the shortfall: the expected lattice value is 3.36~$\mu$m at that cell size, 3.41~$\mu$m at 0.125~$\mu$m and 3.42~$\mu$m at 0.05~$\mu$m. The model's mean length lies between about 3.4 and 4.4~$\mu$m; the gap is the uncertainty about how much material the front recovers by going round grains.

\textbf{Q.} How close is this to a real silicon film?

\textbf{A.} The parameters are round values meant for undoped amorphous silicon near 600~$^\circ$C, where random crystallization takes roughly ten hours and lateral epitaxy extends roughly a few micrometres. The model falls in that range, but its digits are not predictions for a particular film. The front speed in particular depends strongly on crystal direction, and planar regrowth on a (100) surface is several times faster than the value used here. Real grains in such films are commonly twinned and elongated or dendritic rather than discs, so the isotropic growth behind \eqref{triangle} is itself an idealization. One assumption that is clearly broken is steady nucleation from the start. With a rough incubation time of 3~h, taken as a sharp onset, the amorphous fraction at 10~h rises from 0.35 to 0.70; a gradual transient of the Kashchiev form with the same lag gives 0.65. If the front starts without delay, it gains $0.5\times3=1.5~\mu$m, and bound \eqref{L} becomes 5.9~$\mu$m. Finite film thickness changes the 10~h fraction from 0.351 to 0.353, and a starting radius of 1~nm changes it to 0.350.

Temperature matters more than film thickness or starting radius. Take rough activation energies of 5.0~eV for nucleation, 3.0~eV for grain growth and 2.7~eV for the front. An anneal 5~K hotter, still of 10~h, leaves 0.09 amorphous instead of 0.35, because $X\propto JG^2$ carries $5.0+2\times3.0=11$~eV. The length bound scales as $v(JG^2)^{-1/3}$, with net energy $2.7-11/3\approx-1.0$~eV, and falls to 4.1~$\mu$m. For these energies, and with incubation ignored, a cooler and longer anneal raises the bound on epitaxial length. In this example a temperature error of a few kelvin moves the 10~h fraction far more than the omission of phantoms does; but that omission is an error of counting, and better furnace control would not remove it. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
film thickness 0.1 um, T 873 K
I 1.0 /um3/h, J 0.10 /um2/h
G 0.10 um/h, front speed v 0.50 um/h
X-A over X^2 at small X: film 0.04999, volume 0.01428
t(h)  X  A  exp(-X)  exp(-A)  self-consistent without phantoms
 6  0.2262  0.2237  0.7976  0.7996  0.7995
 8  0.5362  0.5227  0.5850  0.5929  0.5929
10  1.0472  0.9984  0.3509  0.3685  0.3683
12  1.8096  1.6745  0.1637  0.1874  0.1871
14  2.8735  2.5638  0.0565  0.0770  0.0766
film simulation at 14 h, nucleation in amorphous only:
  untransformed 0.0549 +- 0.0010
  real nuclei in cone: mean 2.573 +- 0.010
  variance of that count 2.127
  real nuclei 0.870 /um2 (formula 0.872)
  attempts 1.400, phantoms 0.528 /um2
volume simulation, I = G = 1, t = 1.4 (reduced units):
  X 4.023, A 3.840, simulated real mean 3.833 +- 0.028
  exp(-X) 0.0179, exp(-A) 0.0215
  simulated untransformed 0.0187 +- 0.0008
untransformed at 10 h with / without phantom grains:
  linear growth: 0.3576 / 0.3576
  parabolic growth: 0.2157 / 0.2268
  ellipse growth: 0.3506 / 0.3515
epitaxial length, upper bound: formula 4.397 um
  simulated upper bound 4.380 +- 0.022 um
  simulated clear-path lower bound 3.363 +- 0.021 um
neglected effects on untransformed fraction at 10 h:
  reference 0.3509
  finite film thickness: 0.3527
  nucleus radius 0.001 um: 0.3498
  incubation 3 h: 0.6982
  length bound with incubation: 5.897 um
  rough activation energies, eV: nucleation 5.0
    grain growth 3.0, front 2.7
  5 K hotter: 0.0900, length bound 4.087 um
\end{verbatim}
